# Variance of a Fermi Edge with Thermal and Instrumental Broadening

## Definitions and conventions

Energies increase to the right, so the photoemission intensity falls as the energy passes upward through the Fermi level. They are given in meV. The temperature $T>0$ is common to all the emitting electrons, $k$ is Boltzmann's constant, and $\mu$ is the position of the Fermi level on the recorded energy scale. The occupation is

$$
f(\varepsilon)=\frac{1}{e^{(\varepsilon-\mu)/kT}+1}.
$$

The instrument displaces an electron of energy $\varepsilon$ to a recorded energy $E=\varepsilon+u$. The displacement $u$ has probability density $G(u)$, which does not depend on $\varepsilon$. The Gaussian case is

$$
G(u)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-u^2/2\sigma^2},
$$

with mean zero and variance $\sigma^2$.

The density of states, the emission probability and the detection efficiency are taken as constant over the energies that contribute to the edge. Their product is the plateau height $D$. With any background removed, the recorded edge is

$$
I(E)=D\int_{-\infty}^{\infty} f(E-u)\,G(u)\,du .
$$

The normalized negative derivative is $S(E)=-I'(E)/D$. Its variance is the mean square deviation from its own mean, taken over the whole energy axis.

## Theorem

*Under these assumptions $S$ is a probability density. For Gaussian $G$ its mean is $\mu$ and its variance is*

$$
V=\sigma^2+\frac{\pi^2}{3}(kT)^2 .
$$

*If $G$ is any probability density with mean $m$ and finite variance $s^2$, the mean of $S$ is $\mu+m$ and its variance is $s^2+\pi^2(kT)^2/3$.*

The proof has three parts: the derivative is a convolution, the thermal factor has variance $\pi^2(kT)^2/3$, and variances add under convolution.

## Lemma 1: the derivative is a convolution

*Let $q(\varepsilon)=-f'(\varepsilon)$. Then $q$ is a probability density and*

$$
S(E)=\int_{-\infty}^{\infty}q(E-u)\,G(u)\,du .
$$

**Proof.** Put $x=(\varepsilon-\mu)/kT$. Differentiating $1/(e^x+1)$ with respect to $x$ gives $-p(x)$, where

$$
p(x)=\frac{e^x}{(1+e^x)^2}
=\frac{1}{(e^{x/2}+e^{-x/2})^2}
=\frac{1}{4\cosh^2(x/2)} .
$$

The middle form follows on dividing numerator and denominator by $e^x$. Since $dx/d\varepsilon=1/kT$, we have $q(\varepsilon)=p(x)/kT$. This is positive, and its integral is $f(-\infty)-f(\infty)=1$.

Because $\cosh\ge1$, $|f'|\le 1/(4kT)$. The integrand of the differentiated edge is therefore bounded by $G(u)/(4kT)$, which is integrable and independent of $E$. Dominated convergence permits differentiation under the integral:

$$
I'(E)=D\int f'(E-u)G(u)\,du=-D\int q(E-u)G(u)\,du .
$$

Division by $-D$ gives the result. $\square$

The constant density of states enters here. If $D$ varied with $\varepsilon$, the derivative would act on it as well. For a density that keeps sloping below the Fermi level, $S$ would then contain a term that does not vanish on the occupied side.

## Lemma 2: the thermal variance

*The density $q$ has mean $\mu$ and variance $\pi^2(kT)^2/3$.*

**Proof.** The hyperbolic form shows that $p$ is even and decays as $e^{-|x|}$. All its moments exist and the odd ones vanish, so the mean of $q$ is $\mu$. Its variance is $(kT)^2\langle x^2\rangle$, with $\langle x^2\rangle=\int x^2p(x)\,dx$.

To find this integral, integrate $z^3p(z)$ counterclockwise round the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$. The poles of $p$ lie where $e^z=-1$, that is at odd multiples of $i\pi$. Only $z=i\pi$ is inside.

On the vertical sides $|p|\le e^{-R}/(1-e^{-R})^2$, while $|z|^3\le(R+2\pi)^3$. Their contributions vanish as $R\to\infty$. On the upper side $p(x+2\pi i)=p(x)$, and the path runs from right to left. The residue theorem therefore gives

$$
\int_{-\infty}^{\infty}\left[x^3-(x+2\pi i)^3\right]p(x)\,dx
=2\pi i\,\operatorname{Res}_{z=i\pi}z^3p(z).
$$

Expanding the cube,

$$
(x+2\pi i)^3=x^3+6\pi i\,x^2-12\pi^2x-8\pi^3 i ,
$$

so the bracket is $-6\pi i\,x^2+12\pi^2x+8\pi^3i$. The term linear in $x$ integrates to zero and $p$ has unit integral. The left side is thus $-6\pi i\langle x^2\rangle+8\pi^3i$.

For the residue put $z=i\pi+w$. Then $e^z=-e^w$ and

$$
p=-\frac{e^w}{(1-e^w)^2}=-\frac{1}{4\sinh^2(w/2)}
=-\frac{1}{w^2}+\text{terms regular at }w=0 .
$$

There is no $1/w$ term because the function is even in $w$. Also $z^3=(i\pi)^3+3(i\pi)^2w+\cdots$. The coefficient of $1/w$ in the product is

$$
\operatorname{Res}=-3(i\pi)^2=3\pi^2 .
$$

Hence

$$
-6\pi i\langle x^2\rangle+8\pi^3i=6\pi^3i,
\qquad
\langle x^2\rangle=\frac{2\pi^3}{6\pi}=\frac{\pi^2}{3}. \qquad\square
$$

Direct quadrature gives $\langle x^2\rangle=3.289868$, in agreement with $\pi^2/3$. The thermal standard deviation is $\pi kT/\sqrt3\approx1.814\,kT$.

## Lemma 3: variances add

*If $q$ has mean $\mu$ and variance $\tau^2$, and $G$ has mean $m$ and variance $s^2$, their convolution has mean $\mu+m$ and variance $\tau^2+s^2$.*

**Proof.** For a function $h(E)$ of at most quadratic growth, substitute $E=\varepsilon+u$ at fixed $u$:

$$
\int h(E)S(E)\,dE=\iint h(\varepsilon+u)\,q(\varepsilon)G(u)\,d\varepsilon\,du .
$$

The finite second moments make the double integral absolutely convergent, so the order of integration is immaterial. The choice $h=1$ gives unit weight, and $h=E$ gives the mean $\mu+m$. With $h=(E-\mu-m)^2$ the square expands to

$$
(\varepsilon-\mu)^2+2(\varepsilon-\mu)(u-m)+(u-m)^2 .
$$

The first and last terms integrate to $\tau^2$ and $s^2$. The cross term factors into two integrals, each zero by the definition of a mean. $\square$

**Proof of the theorem.** Lemma 1 identifies $S$ as the convolution of $q$ and $G$. Lemma 2 gives $\tau^2=\pi^2(kT)^2/3$, and Lemma 3 adds the instrumental variance. For the Gaussian, $m=0$ and $s^2=\sigma^2$. $\square$

The thermal occupation and the instrument act as two independent displacements, which is why there is no interference term. As $T\to0$, $V\to\sigma^2$. As $\sigma\to0$, the thermal variance remains. The two contributions are equal when $\sigma=\pi kT/\sqrt3$.

## Remark 1: a room-temperature edge

Take $T=300$ K and an instrumental full width at half maximum of 100 meV. Setting the Gaussian to half its peak gives $u=\pm\sigma\sqrt{2\ln2}$, so its full width is $2\sqrt{2\ln2}\,\sigma\approx2.355\,\sigma$. Hence $\sigma=42.47$ meV and $\sigma^2=1803.4$ meV$^2$.

With $kT=25.852$ meV, the thermal variance is $2198.7$ meV$^2$. Therefore

$$
V=1803.4+2198.7=4002.1\ \mathrm{meV}^2,
\qquad \sqrt V=63.26\ \mathrm{meV}=0.06326\ \mathrm{eV}.
$$

The same $V$ is obtained by computing the convolution numerically, differencing it and taking moments. To extract the resolution, the theorem is inverted:

$$
\sigma=\sqrt{V-\frac{\pi^2}{3}(kT)^2}=\sqrt{4002.1-2198.7}\ \mathrm{meV}=42.47\ \mathrm{meV}.
$$

At fixed $\sigma$, the total standard deviation is 44.14 meV at 77 K and 42.49 meV at 10 K. Cooling brings the measured width close to the instrumental one and reduces the thermal correction.

The subtraction is sensitive to temperature. At fixed $V$, differentiating $\sigma^2=V-\tau^2$ with $\tau^2\propto T^2$ gives

$$
\frac{d\sigma}{dT}=-\frac{\tau^2}{\sigma T}.
$$

For the present numbers this is about $-0.17$ meV/K. If 310 K is used for a sample at 300 K, the full inversion gives 40.67 meV, which is 4% below the true $\sigma$.

A skewed instrument function illustrates the general statement. Let $G(u)=2u/b^2$ on $0\le u\le b$. Then $\langle u\rangle=2b/3$, $\langle u^2\rangle=b^2/2$, and

$$
s^2=\frac{b^2}{2}-\frac{4b^2}{9}=\frac{b^2}{18}.
$$

For $b=200$ meV this is 2222.2 meV$^2$. Adding the thermal part gives 4420.9 meV$^2$, the value also found from the differenced edge. The non-zero mean of $G$ shifts the mean of $S$ by $2b/3$. Neither this shift nor the skewness disturbs the sum of variances.

## Remark 2: full widths do not obey the same law

The thermal density reaches half its peak when $\cosh^2(x/2)=2$. Its full width is therefore

$$
4\,\operatorname{arccosh}(\sqrt2)\,kT=91.14\ \mathrm{meV}.
$$

The ratio of full width to standard deviation is $91.14/46.89=1.94$, against 2.355 for a Gaussian. A rule for variances thus cannot be carried over to full widths with one common factor.

In the example the true full width of $S$ is 141.23 meV. Adding the component widths in quadrature gives 135.30 meV, while assigning a Gaussian shape to the total variance gives 148.97 meV. If the true width is divided by 2.355 and the thermal variance is then subtracted, the result is

$$
\sqrt{(141.23/2.355)^2-2198.7}\ \mathrm{meV}\approx37.4\ \mathrm{meV},
$$

12% below the true $\sigma$. The theorem applies to the second moment, not to a half-height width. If the component shapes and the temperature are known, a half-height width can still give $\sigma$, but the width of the convolution must then be computed and inverted numerically.

## Remark 3: a sloping density of states

Set $\mu=0$ and replace the constant density by $D(1+a\varepsilon)$, with $1+a\varepsilon>0$ in the energy window used. Let $F(E)=\int f(E-u)G(u)\,du$ be the edge for $a=0$, so that $F'=-S$. Here $S$ and $V$ keep their constant-density meaning. The new edge $J=I/D$ is

$$
J(E)=(1+aE)F(E)-a\int u\,f(E-u)G(u)\,du .
$$

For a Gaussian, $uG=-\sigma^2G'$. Integration by parts, with vanishing boundary terms, gives

$$
\int u\,f(E-u)G\,du=\sigma^2\int\frac{\partial f(E-u)}{\partial u}\,G\,du
=-\sigma^2\int f'(E-u)G\,du=\sigma^2S(E).
$$

Thus $J=(1+aE)F-a\sigma^2S$.

Now take moments of $-J'$ in a window $[-W,W]$ that holds the whole edge, neglecting its exponentially small tails. Then $F(-W)=1$, $F(W)=0$ and $S(\pm W)=0$. Since $S$ is even, integration by parts gives

$$
\int F\,dE=W,\qquad
\int E F\,dE=\frac{V-W^2}{2},\qquad
\int E^2F\,dE=\frac{W^3}{3}.
$$

The end values of $J$ are $1-aW$ and $0$. Writing $m_n=-\int E^nJ'\,dE$, we obtain

$$
m_0=1-aW,
$$

$$
m_1=-W(1-aW)+\int J\,dE=\frac a2\,(W^2+V-2\sigma^2),
$$

$$
m_2=W^2(1-aW)+2\int EJ\,dE=V-\frac{aW^3}{3}.
$$

In the last line the terms $\pm W^2$ cancel and $-aW^3+2aW^3/3$ remains. The measured variance is $m_2/m_0-(m_1/m_0)^2$. The slope is multiplied by the cube of the window, so widening the window makes the error larger.

Take $a=0.10$ eV$^{-1}=10^{-4}$ meV$^{-1}$ and $W=400$ meV. Then $aW^3/3=2133$ meV$^2$, more than half of $V$. The formula gives a raw variance of 1876.8 meV$^2$, and the numerically differenced edge gives 1876.6 meV$^2$. Subtracting the thermal variance leaves $-322.1$ meV$^2$, from which no real $\sigma$ follows. The window itself is not at fault: for a constant density, cutting at $\pm400$ meV changes the variance by only $-0.262$ meV$^2$.

Most of this slope error is removed by dividing by the plateau line before differentiating:

$$
\frac{J}{1+aE}=F-\frac{a\sigma^2S}{1+aE}.
$$

The negative derivative is now $S+a\sigma^2\,\frac{d}{dE}[S/(1+aE)]$. Integrating by parts and expanding $1/(1+aE)=1-aE+\cdots$, the added term contributes $-a\sigma^2$ to the mean at leading order. It contributes

$$
-2a\sigma^2\int\frac{E\,S}{1+aE}\,dE\approx2a^2\sigma^2V
$$

to the second moment. The error in the variance is therefore of second order in $a$. In the example the divided edge, differenced at 1 meV spacing, has variance 4002.0 meV$^2$ and a mean shift of $-0.180$ meV. The slope contributes $2a^2\sigma^2V-(a\sigma^2)^2\approx0.11$ meV$^2$ of this; the rest of the difference from $V$ comes from the window and the channel term of Remark 5. This assumes that the line is known. An error $\delta a$ in its slope leaves a residual slope, which by the formula for $m_2$ changes the variance at first order, by roughly $|\delta a|\,W^3/3$. A 10% error in the slope of the example thus moves the variance by about 210 meV$^2$ and the extracted $\sigma$ by about 2.5 meV. Division also leaves the raw moment sensitive to counting noise, which is treated in Remark 5.

## Remark 4: Lorentzian tails

The theorem requires a finite instrumental variance. A Lorentzian of half width $\gamma$ at half maximum has density $\gamma/[\pi(u^2+\gamma^2)]$, which falls as $\gamma/(\pi u^2)$. Convolution with the rapidly decaying $S$ leaves this leading tail unchanged. The two tails then add to the second moment within $\pm W$ approximately

$$
2\int_0^W E^2\,\frac{\gamma}{\pi E^2}\,dE=\frac{2\gamma W}{\pi},
$$

which grows without limit. The lower limit affects only terms that do not grow with $W$.

For $\gamma=1$ meV the computed excess variance is 240.2 meV$^2$ at $W=400$ meV, against the leading estimate of 254.6 meV$^2$. At $W=1600$ meV the values are 1014.8 and 1018.6 meV$^2$. Even the smaller excess, if assigned to the Gaussian, would raise $\sigma$ from 42.5 to $\sqrt{1803.4+240.2}\approx45.2$ meV. A variance quoted for such an instrument has no meaning without its window. A finite variance does not by itself make the window harmless either: for tails falling as $u^{-4}$, the part of the second moment outside $\pm W$ decreases only as $1/W$.

## Remark 5: channels and counting noise

Suppose the edge is sampled at spacing $h$, and each difference between neighbours is assigned to their midpoint $E$. Then

$$
\frac{I(E-h/2)-I(E+h/2)}{hD}
=\frac1h\int_{-h/2}^{h/2}S(E+v)\,dv .
$$

This is a convolution with a uniform density of variance $\frac1h\int_{-h/2}^{h/2}v^2dv=h^2/12$. When $h$ is small compared with the edge width, the sum over midpoints may be replaced by an integral, and $h^2/12$ is added to $V$. For $h=5$ meV this is 2.08 meV$^2$, negligible here.

Noise is more serious. Let the plateau have $N$ counts per channel, with Poisson fluctuations. A relative fluctuation $\delta$ in the first channel, near $-W$, changes the weight to $1+\delta$ and the second moment about the edge to $V+W^2\delta$. To first order,

$$
\frac{V+W^2\delta}{1+\delta}\approx V+(W^2-V)\delta .
$$

The accompanying mean shift enters the variance only through its square. Since $\delta$ has standard deviation $1/\sqrt N$, this one channel produces a scatter of about $(W^2-V)/\sqrt N$. For $N=10^4$ and $W=400$ meV the estimate is 1560 meV$^2$. Simulated flat-density edges give 1547 meV$^2$, nearly as large as the instrumental variance being sought.

Fitting the undifferentiated edge avoids this leverage of the end channel. Simulated edges with the same plateau count, spacing and window, and with the slope of Remark 3, were fitted by unweighted least squares. Height, slope, Fermi level and $\sigma$ were free, while the temperature was held at its true value. Over 150 spectra the mean fitted $\sigma$ was 42.53 meV, with a scatter of 0.62 meV between spectra. The standard error of this mean is $0.62/\sqrt{150}\approx0.05$ meV, so its offset from the true 42.47 meV is not evidence of a bias. The scatter of $\sigma^2$ was 52.7 meV$^2$, about 29 times smaller than the scatter of the raw-moment variance found above for flat edges. Because the fitted model was also the one that generated the data, this comparison measures sensitivity to noise and not errors of the model.

## Remark 6: scope of the example

The edge of a metal film in electrical contact with a sample can supply the Fermi reference for photoemission from that sample. The resolution, slope, Lorentzian width and count level used above are assumed values, not measured properties of a particular metal or spectrometer.

With these assumed values, the density-of-states slope moves the raw variance more than the other departures sized here: from 4002 to 1877 meV$^2$ in the chosen window. Real spectra may also contain a residual background, satellite emission or a curved density of states, none of which is included. When such a slope is present, $\sigma$ is better found by fitting the edge with the slope included than from the raw variance, with the sample temperature measured independently. The fitted $\sigma$ then describes the resolution only to the extent that the whole fitted model is adequate: the instrument function, the shape of the density of states, the background and the temperature. In noise-free fits of the sloping edge of Remark 5 with the correct Gaussian, an unmodelled constant background of 1% of the plateau raises $\sigma$ to about 44.6 meV in the unweighted fit, although such a background cancels in the differenced edge. The size of this shift depends on the weighting: with Poisson weights, which emphasize the low-count channels above the edge, $\sigma$ rises to about 50.7 meV, while a free background parameter restores the true value. The remaining figures are for unweighted fits. A quadratic term that changes the density of states by 5% at $|\varepsilon|=W$ shifts $\sigma$ by about 0.9 meV, and fixing the temperature at 310 K lowers it to about 41.0 meV. The numerical output below lists the main values used in Remarks 1 to 5.

## Computed results

```
Temperature: 300 K
Instrumental FWHM: 100 meV
Thermal energy kT: 25.852 meV
Reduced thermal variance, quadrature: 3.289868
Residue of z^3 p(z): 29.608813
Largest error of variance law in scan: 1.1e-10 meV^2
Thermal standard deviation: 46.89 meV
Instrumental standard deviation: 42.47 meV
Thermal variance: 2198.7 meV^2
Instrumental variance: 1803.4 meV^2
Total variance from differenced edge: 4002.1 meV^2
Total standard deviation: 63.26 meV
Total standard deviation: 0.06326 eV
Recovered instrumental sigma: 42.47 meV
Total standard deviation at 10 K: 42.49 meV
Total standard deviation at 77 K: 44.14 meV
Total standard deviation at 300 K: 63.26 meV
Ramp instrument: base width: 200 meV
Ramp instrument: derivative variance: 4420.9 meV^2
Thermal FWHM: 91.14 meV
True derivative FWHM: 141.23 meV
FWHM by quadrature of FWHMs: 135.30 meV
FWHM if total were Gaussian: 148.97 meV
Sigma misread from true FWHM: 37.40 meV
Half window: 400 meV
Variance change from finite window: -0.262 meV^2
Assumed DOS slope: 0.10 1/eV
Raw variance with DOS slope: 1876.6 meV^2
Formula for raw variance with slope: 1876.8 meV^2
Raw sloped variance minus thermal: -322.1 meV^2
Variance after division by line: 4002.0 meV^2
Mean shift after division by line: -0.180 meV
Lorentzian half width: 1.0 meV
Lorentzian excess, half window 400 meV: 240.2 meV^2
Leading estimate, half window 400 meV: 254.6 meV^2
Lorentzian excess, half window 1600 meV: 1014.8 meV^2
Leading estimate, half window 1600 meV: 1018.6 meV^2
Temperature error: 10 K
Sigma if temperature is read too high: 40.67 meV
Channel spacing: 5 meV
Variance added by channel differences: 2.08 meV^2
Plateau counts per channel: 10000 counts
Scatter of raw-moment variance: 1547 meV^2
Estimate of raw-moment scatter: 1560 meV^2
Mean sigma from sloped-edge fits: 42.53 meV
Scatter of fitted sigma: 0.62 meV
Scatter of fitted sigma squared: 52.7 meV^2
```
